# Net interstitial profiles from forward recoil in ion-implanted silicon

## 1. A rigid forward shift

Let depth $x$ increase into the target. An implanted ion knocks atoms off lattice sites. Each event leaves a vacancy where the atom was and an interstitial where it stops; together they form a Frenkel pair. Let $F(x)$ be the number of pairs per volume, counted at their vacancies.

Suppose first that every displaced atom moves forward by the same distance $\delta>0$, and put the surface far away. An interstitial found at $x$ began at $x-\delta$, so

$$V(x)=F(x),\qquad I(x)=F(x-\delta).$$

The net profile is

$$n(x)\equiv I-V=F(x-\delta)-F(x)=-\delta F'(x)+\frac{\delta^2}{2}F''(x)-\cdots .$$

On the shallow side of the damage peak $F'>0$, so $n<0$ and vacancies are in excess. On the deep side $F'<0$ and interstitials are in excess. No atoms have been created: the two excesses have equal size.

For a Gaussian with $N$ pairs per area,

$$F(x)=\frac{N}{\sqrt{2\pi}\,\sigma}e^{-(x-R)^2/2\sigma^2},$$

the two shifted curves cross midway between their peaks, at $R+\delta/2$. The number of interstitials in excess beyond that depth is

$$\int_{R+\delta/2}^{\infty}[F(x-\delta)-F(x)]dx
=\int_{R-\delta/2}^{R+\delta/2}F\,dx
=N\,\mathrm{erf}\!\left(\frac{\delta}{2\sqrt2\,\sigma}\right).$$

The first equality follows by substituting $x-\delta\to x$ in the first term, which moves its lower limit to $R-\delta/2$. For small argument $\mathrm{erf}\,z\simeq2z/\sqrt\pi$, and the number becomes $N\delta/(\sqrt{2\pi}\sigma)=\delta F(R)$. Even at $\delta=\sigma$ this estimate is just 4.2% above the error-function result.

The rigid shift hides one difficulty. Real recoils go in many directions, and their spread can be much larger than their mean displacement.

## 2. Counting atoms that cross a plane

Let an atom displaced from $x'$ stop at $x'+u$, where $u$ may have either sign. Its probability density is $p(u|x')$. Then

$$I(x)=\int F(x-u)\,p(u|x-u)\,du,\qquad V(x)=F(x).$$

The implanted ions are not included in $I$; they are added in Section 7. Profiles are averages over many ions, and defects do not yet migrate.

Consider the excess beyond a plane at $x$. A pair contributes $+1$ if its vacancy lies before the plane and its interstitial beyond it. It contributes $-1$ in the opposite case, and zero if both lie on one side. Hence

$$\int_x^\infty n(x')\,dx'=J(x),$$

where $J(x)$ is the net number of atoms per area carried forward across the plane. Differentiation with respect to the lower limit gives

$$n(x)=-J'(x).$$

This relation needs no gradient expansion. It is particle conservation, with $J$ playing the part of a time-integrated flux.

Now let $p$ be independent of depth. Atoms moving by $u>0$ cross the plane if they start between $x-u$ and $x$. For $u<0$, reversing the integration limits supplies the required minus sign. Both cases are contained in

$$J(x)=\int p(u)\left[\int_0^uF(x-s)\,ds\right]du.$$

If $F$ changes little over the recoil distances that matter, expand $F(x-s)=F-sF'+s^2F''/2-\cdots$. The inner integral is

$$uF-\frac{u^2}{2}F'+\frac{u^3}{6}F''-\cdots .$$

With $\delta=\langle u\rangle$, $m_2=\langle u^2\rangle$ and $m_3=\langle u^3\rangle$,

$$J=\delta F-\frac{m_2}{2}F'+\frac{m_3}{6}F''-\cdots,$$

$$\boxed{n=-\delta F'+\frac{m_2}{2}F''-\frac{m_3}{6}F'''+\cdots}$$

The first term is the forward-recoil formula. The second has the form of diffusion: random displacement spreads interstitials away from their vacancies even when it has no preferred direction.

## 3. When the first term is enough

Set $y=(x-R)/\sigma$. Differentiating the Gaussian gives

$$F'=-\frac{y}{\sigma}F,\qquad F''=\frac{y^2-1}{\sigma^2}F.$$

The first two terms of $n$ then combine into

$$n\simeq\frac{\delta F}{\sigma}\left[y+\epsilon(y^2-1)\right],\qquad
\epsilon=\frac{m_2}{2\delta\sigma}.$$

The condition for the first term to dominate in the main part of the profile is therefore $\epsilon\ll1$, besides smallness of the higher terms. The condition $\delta\ll\sigma$ does not ensure it, because $m_2$ can greatly exceed $\delta^2$.

Three features follow.

**The sign change.** Setting the bracket to zero with $|y|\ll1$ gives $y\simeq\epsilon$, so

$$x_0\simeq R+\epsilon\sigma=R+\frac{m_2}{2\delta}.$$

For a rigid shift $m_2=\delta^2$, which returns $R+\delta/2$.

**The separated number.** Since $J'=-n$, the excess beyond $x_0$ is the maximum of $J$. Include the third moment through $\kappa=m_3/(6\delta\sigma^2)$:

$$J=\delta F(R)e^{-y^2/2}\left[1+\epsilon y+\kappa(y^2-1)\right].$$

At $y\simeq\epsilon$, the exponential contributes $1-\epsilon^2/2$ and the bracket $1+\epsilon^2-\kappa$. To this order,

$$J(x_0)\simeq\delta F(R)\left(1+\frac{\epsilon^2}{2}-\kappa\right).$$

The second moment changes the local profile at order $\epsilon$, but the separated number at order $\epsilon^2$. The reason is that its contribution to $J$ is proportional to $F'$, which vanishes at the damage peak.

**The tails.** The ratio of the two-term profile to the first term is $1+\epsilon(y-1/y)$. In both tails the size of the relative correction grows with distance from the damage peak, and the first term fails when $\epsilon|y|$ is no longer small. The full expansion also requires the recoil distances to be short compared with the local decay length of $F$, which is $\sigma/|y|$ in a Gaussian tail.

## 4. A simple law for the recoils

Let the recoil length $r$ be exponentially distributed with mean $\lambda$. Independently, let its direction cosine $\mu$ have density $(1+b\mu)/2$ for $-1\le\mu\le1$. The density is nonnegative for $|b|\le1$; $b>0$ means forward bias. The depth displacement is $u=r\mu$.

The exponential law gives $\langle r^j\rangle=j!\lambda^j$. Odd integrands vanish between $-1$ and $1$, so

$$\langle\mu\rangle=\frac b2\int_{-1}^1\mu^2d\mu=\frac b3,\quad
\langle\mu^2\rangle=\frac12\int_{-1}^1\mu^2d\mu=\frac13,\quad
\langle\mu^3\rangle=\frac b2\int_{-1}^1\mu^4d\mu=\frac b5.$$

Multiplication by the length moments yields

$$\delta=\frac{\lambda b}{3},\qquad m_2=\frac{2\lambda^2}{3},\qquad
m_3=\frac{6\lambda^3b}{5},$$

and hence

$$\epsilon=\frac{2\lambda^2/3}{2(\lambda b/3)\sigma}=\frac{\lambda}{b\sigma}.$$

A weak bias thus spoils the first-term formula even when $\lambda\ll\sigma$. In the limit $b=0$, $\delta=0$ but $n\simeq(m_2/2)F''$. The core, $|y|<1$, is rich in vacancies, and both wings are rich in interstitials.

## 5. Antimony in silicon

Take antimony implanted into silicon at 100 keV and $10^{12}\ \mathrm{cm^{-2}}$. The damage profile has $R=38$ nm and $\sigma=18$ nm. Let 75 keV go into displacement damage, with a threshold of 15 eV. The usual damage estimate, with efficiency 0.8, gives

$$\frac{0.8\times75\,000\ \mathrm{eV}}{2\times15\ \mathrm{eV}}=2000$$

pairs per ion, or $N=2.00\times10^{15}\ \mathrm{cm^{-2}}$. The peak pair density is

$$F(R)=\frac{2.00\times10^{15}}{\sqrt{2\pi}\,(18\times10^{-7})}
=4.43\times10^{20}\ \mathrm{cm^{-3}}.$$

For the recoils choose $\lambda=1$ nm and $b=0.6$. These are illustrative values that keep the expansion accurate; a real cascade has a larger $\epsilon$, as Section 9 explains. Then $\delta=0.20$ nm, $m_2=0.667\ \mathrm{nm^2}$, $m_3=0.72\ \mathrm{nm^3}$ and $\epsilon=1/(0.6\times18)=0.093$.

The leading net profile has its extrema at $y=\pm1$, with magnitude

$$\frac{\delta F(R)e^{-1/2}}{\sigma}
=\frac{0.20}{18}(4.43\times10^{20})(0.607)
=2.99\times10^{18}\ \mathrm{cm^{-3}}.$$

A direct average over the recoil law, without expansion in gradients, gives these values in units of $10^{18}\ \mathrm{cm^{-3}}$:

| Depth (nm) | Direct | First term | Two terms |
|---:|---:|---:|---:|
| 10 | −2.09 | −2.28 | −2.09 |
| 38 | −0.45 | 0.00 | −0.46 |
| 56 | 2.98 | 2.99 | 2.99 |
| 92 | 0.207 | 0.164 | 0.205 |

At 56 nm, $y=1$ and the second term vanishes. At 38 nm the first term vanishes instead, and the direct result is negative. At 92 nm, where $y=3$, the first term falls about 21% below the direct value.

The largest error of the first term is 15.2% of its own peak. The estimate from Section 3 is $\epsilon/e^{-1/2}=15.3\%$, reached at $y=0$. Including the second term reduces the largest error to 0.43% of the same peak. Doubling $\sigma$, with the pair dose and recoil law held fixed, reduces the first-term error to 7.6%, as expected from $\epsilon\propto1/\sigma$.

The sign change is predicted at $38+0.667/(2\times0.20)=39.67$ nm and found at 39.65 nm. The separated number is

$$\delta F(R)=(0.20\times10^{-7}\ \mathrm{cm})(4.43\times10^{20}\ \mathrm{cm^{-3}})
=8.87\times10^{12}\ \mathrm{cm^{-2}},$$

or 8.9 interstitials per ion. The direct average gives $8.89\times10^{12}\ \mathrm{cm^{-2}}$. The correction factor predicts an increase of $\epsilon^2/2-\kappa=0.0043-0.0019=0.0024$, which accounts for the difference.

The plane-crossing law was also tested by drawing three million random pairs from the same distributions. The net number crossing the damage peak was $8.95\pm0.12$ per ion, where the uncertainty is one standard error.

## 6. A bias that changes with depth

As an ion slows, the recoil law can change with depth. Define $g_u(x)=F(x)p(u|x)$. The interstitial density is then $I(x)=\int g_u(x-u)\,du$. Expansion of the whole function $g_u$, followed by averaging, gives

$$n=-(\delta F)'+\frac12(m_2F)''-\frac16(m_3F)'''+\cdots .$$

The mean displacement stays inside the derivative, because

$$-(\delta F)'=-\delta F'-\delta'F.$$

The last term describes atoms accumulating where the forward transport weakens.

Let the bias decrease linearly, so that $\delta(x)=\delta_0(1-gy)$. Then $\delta'=-g\delta_0/\sigma$. In this recoil law $m_2$ does not depend on $b$, and

$$n\simeq\frac{\delta_0F}{\sigma}
\left[y(1-gy)+g+\epsilon(y^2-1)\right]
=\frac{\delta_0F}{\sigma}\left[y+(\epsilon-g)(y^2-1)\right].$$

The sign change moves to $R+(\epsilon-g)\sigma$. For a 20% decrease per $\sigma$, $g=0.20$, this is $38+(0.093-0.20)18=36.1$ nm. The direct average also gives 36.1 nm. Here the depth variation outweighs the second moment and moves the sign change to the shallow side of the damage peak.

Dropping $\delta'F$, but keeping the second-moment term, produces an error of 33% of the peak of the constant-$\delta$ profile. With $\delta$ inside the derivative the error is 0.43% of that peak. The separated number is less sensitive: replacing $\epsilon$ by $\epsilon-g$ in its quadratic correction gives a change below 1%.

## 7. The surface and the implanted ion

Place the surface at $x=0$. The bulk formula assumes that atoms can arrive from $x<0$, where there is no target. Let $u_+$ equal $u$ for forward displacement and zero otherwise; let $u_-$ be the magnitude of a backward displacement and zero otherwise.

Continue $F$ smoothly to negative depth. The number of fictitious arrivals to be removed is

$$A=\int_0^\infty F(-s)P(u>s)\,ds.$$

Integration by parts gives $\int_0^\infty P(u>s)ds=\langle u_+\rangle$ and $\int_0^\infty sP(u>s)ds=\langle u_+^2\rangle/2$. Expanding $F(-s)=F(0)-sF'(0)+\cdots$ therefore yields

$$A\simeq F(0)\langle u_+\rangle-\frac12F'(0)\langle u_+^2\rangle.$$

Atoms leaving the target start at positive depth, so their gradient term has the other sign:

$$B\simeq F(0)\langle u_-\rangle+\frac12F'(0)\langle u_-^2\rangle.$$

For the chosen law, $\langle u_\pm\rangle=\lambda(1/4\pm b/6)$, or 0.35 and 0.15 nm. Similarly, $\langle u_\pm^2\rangle/2=\lambda^2(1/6\pm b/8)$, or 0.242 and 0.092 nm².

In the example $F(0)$ is 4.774 pairs per nm per ion, and $F'(0)=F(0)R/\sigma^2=0.560$ per nm² per ion. Thus $A\simeq1.671-0.135=1.536$ and $B\simeq0.716+0.051=0.767$ per ion. Direct integration gives 1.545 and 0.771.

The missing arrivals leave a vacancy-rich layer a few recoil lengths thick. The total of $n$ inside the target is $-B$, not zero. Surface binding would hold some of the outgoing atoms back and is left out here.

The implanted ion adds an atom. If antimony finally occupies a lattice site, one silicon atom must be accommodated elsewhere. This adds one interstitial per ion, distributed like the antimony if the exchange is local. For a Gaussian straggle of 15 nm the antimony peak is $2.66\times10^{17}\ \mathrm{cm^{-3}}$, about 9% of the recoil-induced peak.

## 8. Recombination and migration

If interstitials and vacancies recombine where they are, both densities fall at the same rate:

$$\frac{\partial I}{\partial t}=\frac{\partial V}{\partial t}=-KIV,
\qquad \frac{\partial n}{\partial t}=0.$$

Where $n>0$, the vacancies disappear and $I\to n$. Where $n<0$, the interstitials disappear and $V\to-n$. In this averaged description, a small difference between two large densities sets the defect population left for later annealing. Section 9 considers the local fluctuations that it omits.

Migration weakens this conclusion. Let interstitials diffuse with coefficient $D$ while vacancies stay fixed. For steady diffusion-limited capture of uncorrelated partners within a radius $a$, $K=4\pi aD$. With $\tau=Dt$ and $k=4\pi a$,

$$\frac{\partial I}{\partial\tau}=I''-kIV,\qquad
\frac{\partial V}{\partial\tau}=-kIV,\qquad
\frac{\partial n}{\partial\tau}=I''.$$

While recombination dominates and $n$ is small compared with $I$, put $I\simeq V$. Then $dI/d\tau=-kI^2$, so $I\simeq F/(1+kF\tau)$. Integrating over $\tau$ gives $\int I\,d\tau=\ln(1+kF\tau)/k$, and

$$\Delta n\simeq\frac1k\frac{\partial^2}{\partial x^2}\ln(1+kF\tau).$$

Where $kF\tau\gg1$ while $I$ still greatly exceeds $|n|$, the logarithm of the Gaussian has constant curvature and $\Delta n\simeq-1/(k\sigma^2)$. For $a=0.5$ nm this limiting estimate is $-4.9\times10^{17}\ \mathrm{cm^{-3}}$, about 16% of the leading net peak. It sets the scale of the change; in the example $I$ does not stay large enough compared with $|n|$ for the limit to hold at the later time below.

Integration of the rate equations from the bulk recoil profile, continued to negative depth and without a surface, gives:

- At $Dt=3.2\ \mathrm{nm^2}$, 17% of the vacancies remain. The deep excess is 8.9 interstitials per ion and the sign change is at 41.3 nm.
- At $Dt=36\ \mathrm{nm^2}$, 2.5% remain. The excess is 8.6 per ion and the sign change is at 41.6 nm.

The first displacement can be estimated. At the damage peak $kF\tau=9$, so $\Delta n=-0.9/(k\sigma^2)$. Dividing its magnitude by the slope $\delta F(R)/\sigma^2$ gives $0.9/[k\delta F(R)]=1.6$ nm, which matches the move from 39.7 to 41.3 nm. With mobile interstitials and fixed vacancies, migration thus moves the local profile more than it changes the separated number over these times.

The shift depends on which defect moves. If both do, with coefficients $D_I$ and $D_V$, then $K=4\pi a(D_I+D_V)$ and $\tau=(D_I+D_V)t$. The same estimate of $\Delta n$ is multiplied by $(D_I-D_V)/(D_I+D_V)$. It vanishes for equal coefficients and changes sign when only vacancies move.

The remaining fractions and early shifts are rough. The capture radius is not small compared with the mean recoil length of 1 nm or the peak pair spacing of about 1.3 nm, so the steady, uncorrelated rate is only an approximation. With discrete defects placed by the same recoil law, about 44% of the pairs lie within capture range at the start, and the vacancies remaining are about 11% and 2% at the two times, rather than 17% and 2.5%. Longer annealing, during which free interstitials can reach the remaining vacancies or the surface, is not covered by this result.

## 9. Relation to a real implant

The damage depth and width, ion straggle, damage energy and threshold are rough values for 100 keV antimony in silicon. The damage energy is at the high end, since electronic losses of the silicon recoils can bring it nearer 60 keV. The recoil length, forward bias and capture radius are model choices, so 8.9 interstitials per ion is not a measured yield. A real cascade also has a few energetic recoils that travel many nanometres. The exponential law gives them little weight, yet they can raise $m_2$ and $m_3$ relative to $\delta$, so the moments should be recomputed when recoil data are available. If a significant part of $m_2$ or $m_3$ comes from recoils as long as $\sigma$, the full displacement average is needed instead of the gradient expansion. This is the case for 100 keV antimony, which can pass up to 61% of its energy to one silicon atom. In a binary-collision cascade in amorphous silicon, about half of $m_2$ and most of $m_3$ come from displacements longer than $\sigma$, and $\epsilon$ is roughly 0.3 to 0.4. The separated number is then about 5 per ion, with the sign change near 45 nm. The plane-crossing law $n=-J'$ still holds, but the small errors found in Section 5 belong to the model recoil law, not to the real implant. With $\lambda$ fixed, the leading estimate is proportional to $b$: it runs from 4.4 at $b=0.3$ to 14.8 at $b=1$. With mobile interstitials and fixed vacancies, migration during recombination lowers the count by about 4% and moves the sign change by 2 nm at the later time above. In silicon vacancies migrate too, so the size and direction of that move depend on both mobilities. Heavy ions can also make amorphous pockets, in which separate Frenkel pairs are poorly defined; the model does not size that effect.

At this dose the peak pair density is 0.9% of the silicon atomic density. Linear scaling to $10^{14}\ \mathrm{cm^{-2}}$ would give 89%, where the dilute-pair picture has failed.

The inverse square root of the dose gives a typical ion-track spacing of 10 nm. If the damage spreads sideways by an amount comparable with $\sigma$, neighbouring tracks overlap. Overlap does not remove local fluctuations, however. In a cube of side $h=6$ nm at the damage peak, treating each face as a flat plane gives $6h^2F(R)\lambda/2=48$ atoms crossing the faces. Edges, neglected here, lower this number somewhat. If the recoils are independent, the random excess is roughly the square root, 6 to 7 atoms of either sign, whereas the largest mean net density corresponds to only 0.6 atom in the same volume. Averaging before recombination misses these local excesses. Since $\max(n,0)$ is a convex function, its average is at least as large as $\max(\langle n\rangle,0)$. For purely local recombination, the averaged profile therefore gives a lower bound on the surviving interstitials.

The remaining figures are in the numerical output.

## Calculated quantities

```
Sb into Si: rough implant inputs, round recoil parameters
ion energy = 100 keV
damage energy = 75 keV
displacement threshold = 15 eV
dose = 1.0e+12 cm^-2
damage depth R = 38.0 nm
damage width sigma = 18.0 nm
ion straggle = 15.0 nm
mean recoil length = 1.00 nm
forward bias b = 0.60
pairs per ion = 2000
pair dose = 2.000e+15 cm^-2
peak pair density = 4.433e+20 cm^-3
delta = 0.200 nm
m2 = 0.6667 nm^2
m3 = 0.7200 nm^3
epsilon = 0.0926
peak of -delta F' = 2.987e+18 cm^-3
depth nm: direct, one term, two terms (1e18 cm^-3)
10: -2.0907, -2.2849, -2.0918
20: -2.9773, -2.9873, -2.9873
38: -0.4535, 0.0000, -0.4560
56: 2.9753, 2.9873, 2.9873
74: 1.5201, 1.3331, 1.5183
92: 0.2068, 0.1641, 0.2047
max error, one term = 15.18 % of peak
max error, two terms = 0.43 % of peak
max error, three terms = 0.084 % of peak
one-term error at doubled width = 7.62 %
sign change, direct = 39.653 nm
sign change, formula = 39.667 nm
separated, direct = 8.8866e+12 cm^-2
separated, delta*Fpeak = 8.8654e+12 cm^-2
separated per ion, direct = 8.887
random-pair crossing per ion = 8.95 +/- 0.12
rigid shift sigma: estimate/exact = 1.0418
bias decrease per sigma = 20 %
sign change with varying bias = 36.088 nm
error, delta inside derivative = 0.43 %
error, delta outside derivative = 32.88 %
missing surface arrivals per ion = 1.545
atoms leaving surface per ion = 0.771
peak Sb density = 2.660e+17 cm^-3
peak displaced Si fraction = 0.888 %
mean ion-track spacing = 10.0 nm
capture radius = 0.50 nm
migration formula error = 2.32 % of its peak
D*t nm^2: vacancies left %, excess/ion, sign change nm
3.23: 17.21, 8.947, 41.27
35.55: 2.46, 8.569, 41.57
```
